# Critical power for self-focusing in two-photon resist writing

## Problem

Light of vacuum wavelength $\lambda=780$ nm travels in a resist of index $n=n_0+n_2I$, with $n_0=1.5$, $n_2=3\times10^{-20}$ m²/W and intensity $I$.

(a) Above what power is a collimated or converging Gaussian beam certain to collapse?

(b) Below what power can no beam collapse?

(c) A femtosecond oscillator used for two-photon writing delivers 10 mW at the resist in 100 fs pulses at 80 MHz, through a lens of numerical aperture 1.4. How does its peak power compare with these limits?

(d) How large is the Kerr effect in the focus, and which neglected effects exceed it?

## Solution

**Model.** Take a linearly polarised scalar field $A(x,y,z)e^{i(kz-\omega t)}$ in a lossless medium, with $k_0=2\pi/\lambda$, $k=n_0k_0$, and $A$ scaled so that $|A|^2=I$. The Kerr response is instantaneous and dispersion is neglected, so each time slice of a pulse behaves as a continuous beam of that power. For a small index change $n^2\simeq n_0^2+2n_0n_2I$. Dropping $A_{zz}$ (paraxial approximation) from the Helmholtz equation leaves
$$2ikA_z+\nabla^2A+2k_0^2n_0n_2|A|^2A=0,$$
where $\nabla$ acts on $x,y$. Multiplying by $i/2k$ and rearranging,
$$A_z=\frac{i}{2k}\nabla^2A+ig|A|^2A,\qquad g=k_0n_2 .$$

Define
$$P=\int|A|^2,\quad G=\int|\nabla A|^2,\quad Q=\int|A|^4,\quad V=\int r^2|A|^2 ,$$
with integrals over the transverse plane. Collapse means that $G$ becomes infinite at finite $z$. This infinity belongs to the model: in a real medium, effects left out here, such as ionisation, absorption and non-paraxial diffraction, limit the growth first.

**Conserved quantities.** The envelope equation gives $\partial_z|A|^2=-\nabla\cdot\mathbf J$ with $\mathbf J=\frac1k\,\mathrm{Im}(A^*\nabla A)$, so $P$ is constant. Let $H=G-kgQ$. Integrating by parts,
$$H'=-2\,\mathrm{Re}\int A_z^*\left(\nabla^2A+2kg|A|^2A\right)=-2\,\mathrm{Re}\int(-2ik)|A_z|^2=0 .$$

**Width of the beam.** From the continuity equation,
$$V'=2\int\mathbf r\cdot\mathbf J=\frac{2D}{k},\qquad D=\mathrm{Im}\int A^*\,\mathbf r\cdot\nabla A .$$
Differentiate $D$ and move the gradient off $A_z$, using $\nabla\cdot\mathbf r=2$:
$$D'=-2\,\mathrm{Im}\int A_z(\mathbf r\cdot\nabla A^*+A^*).$$
Inserting $A_z$ turns the imaginary part into a real part:
$$D'=-2\,\mathrm{Re}\int\left[\frac{\nabla^2A}{2k}+g|A|^2A\right](\mathbf r\cdot\nabla A^*+A^*).$$
The four pieces follow from $\int\mathbf r\cdot\nabla h=-2\int h$:

- $\mathrm{Re}\int\nabla^2A\,A^*=-G$.
- $\mathrm{Re}\int\nabla^2A\,\mathbf r\cdot\nabla A^*=-G-\tfrac12\int\mathbf r\cdot\nabla|\nabla A|^2=-G+G=0$.
- $\mathrm{Re}\int|A|^2A\,\mathbf r\cdot\nabla A^*=\tfrac14\int\mathbf r\cdot\nabla|A|^4=-\tfrac12Q$.
- $\int|A|^2A\,A^*=Q$.

Hence $D'=G/k-gQ=H/k$, and
$$V''=\frac{2H}{k^2}.$$
Since $H$ is constant, $V(z)$ is a parabola.

### (a) Power at which a Gaussian must collapse

Behind a lens of focal length $f$ (measured in the medium) let
$$A(0)=\sqrt{I_0}\,e^{-r^2/w^2-ikr^2/2f}.$$
Gaussian integration gives
$$P=\frac{\pi w^2I_0}{2},\quad V_0=\frac{Pw^2}{2},\quad Q=\frac{P^2}{\pi w^2},\quad G=V_0\left(\frac4{w^4}+\frac{k^2}{f^2}\right).$$
The lens phase gives $D(0)=-kV_0/f$, so $V'(0)=-2V_0/f$. With $z_R=kw^2/2$ and $kg=k^2n_2/n_0$,
$$\frac{V''}{V_0}=\frac{8}{k^2w^4}+\frac2{f^2}-\frac{4n_2P}{\pi n_0w^4}
=\frac2{f^2}+\frac{2}{z_R^2}\left(1-\frac{k^2n_2P}{2\pi n_0}\right).$$
The bracket is $1-p$, where $p=P/P_G$ and
$$P_G=\frac{2\pi n_0}{k^2n_2}=\frac{\lambda^2}{2\pi n_0n_2}.$$
Integrating twice,
$$\frac{V}{V_0}=\left(1-\frac zf\right)^2+(1-p)\frac{z^2}{z_R^2}.$$

For a collimated ($1/f=0$) or converging beam with $p>1$, this reaches zero at $1/z=1/f+\sqrt{p-1}/z_R$. The beam cannot stay regular up to that point, because
$$P=-\tfrac12\int\mathbf r\cdot\nabla|A|^2\le\int r|A||\nabla A|\le\sqrt{VG},$$
so $G\ge P^2/V$ would diverge. Collapse therefore occurs there or earlier. Neither $w$ nor $f$ enters $P_G$: a smaller spot raises the Kerr lens and diffraction in the same proportion. Numerically,
$$P_G=\frac{(780\times10^{-9}\ \text{m})^2}{2\pi(1.5)(3\times10^{-20}\ \text{m}^2/\text{W})}=2.15\ \text{MW}.$$

### (b) Power below which no beam collapses

Let $u=|A|$. Writing $u^2$ as an integral of $2uu_x$ from the left, and again from the right, and averaging, gives $u^2\le\int|uu_x|\,dx$. Likewise $u^2\le\int|uu_y|\,dy$. The first bound depends on $y$ alone and the second on $x$ alone, so their product integrates to
$$Q\le\iint|uu_x|\iint|uu_y|\le P\,\|u_x\|\,\|u_y\|\le\tfrac12PG .$$
The last steps use the Cauchy–Schwarz inequality, $2ab\le a^2+b^2$ and $|\nabla|A||\le|\nabla A|$.

For any constant $C$ with $Q\le CPG$,
$$H\ge G\left(1-\frac{Ck^2n_2P}{n_0}\right).$$
$G$ stays bounded if $P<n_0/(Ck^2n_2)$. With $C=\tfrac12$ this floor is $P_G/\pi=0.685$ MW.

A sharper floor needs the smallest possible $C$. A known theorem states that the optimum is reached by the Townes profile, the positive, decaying, radial solution of $\nabla^2R-R+R^3=0$. Let $N_c=\int R^2$, and let $G_R$ and $Q_R$ be its gradient and quartic integrals. Multiplying the equation by $R$ and integrating gives $G_R+N_c=Q_R$. Multiplying by $\mathbf r\cdot\nabla R$ gives $N_c=Q_R/2$. Thus $G_R=N_c$ and
$$C=\frac{Q_R}{N_cG_R}=\frac2{N_c}.$$
Numerical solution gives $N_c=11.70$, so $C=0.1709$. Among 42 trial shapes (a Gaussian, a hyperbolic secant and 40 random sums of three Gaussians) the largest $Q/(PG)$ was 0.1706, below this constant. The sharp floor is
$$P_T=\frac{N_cn_0}{2k^2n_2}=\frac{N_c}{4\pi}P_G=2.00\ \text{MW}.$$

This floor cannot be raised. A beam of Townes shape with a flat phase has $V'(0)=0$ and $H=G(1-P/P_T)$, so for $P>P_T$ its parabola reaches zero and it collapses.

The collapse threshold of a collimated or converging Gaussian thus lies between 2.00 and 2.15 MW. Numerical integration of the envelope equation for collimated Gaussians agrees with this: at $0.94P_G$ (2.02 MW) the peak intensity stays below twice its input value out to $12z_R$, while at $0.96P_G$ (2.07 MW) it passes thirty times that value near $6.2z_R$. At $0.8P_G$ the peak intensity rises to 1.36 times its input value and has fallen to 0.68 at $2.5z_R$. At $1.2P_G$ it passes ten times the input value at $1.20z_R$, before the point $z_R/\sqrt{0.2}=2.24z_R$ where the parabola would reach zero.

### (c) The writing pulse

The pulse energy is $E=10\ \text{mW}/80\ \text{MHz}=0.125$ nJ. A Gaussian pulse $P_0e^{-4\ln2\,t^2/\tau^2}$ of full width $\tau$ at half maximum has energy $P_0\tau\sqrt{\pi/(4\ln2)}$, so
$$P_0=2\sqrt{\frac{\ln2}{\pi}}\,\frac E\tau=0.939\times\frac{0.125\ \text{nJ}}{100\ \text{fs}}=1.17\ \text{kW}.$$

| Case | Limit (MW) | Limit / pulse peak power |
|---|---:|---:|
| Given $n_2$, sharp floor | 2.00 | 1700 |
| Given $n_2$, elementary floor | 0.685 | 580 |
| Tenfold $n_2$, sharp floor | 0.200 | 170 |

The margin belongs to high repetition rates. At fixed average power and duration, $P_0$ varies inversely with repetition rate, and would equal $P_T$ near $80\ \text{MHz}/1706\approx47$ kHz. An amplified laser must therefore be judged by its peak power, not by its average power.

### (d) The Kerr effect in the focus and its rivals

For the pulse, $p=5.5\times10^{-4}$. When $f\ll z_R$, the minimum of the parabola is $V/V_0\simeq(1-p)f^2/z_R^2$. The rms focal radius is thus smaller than without the Kerr effect by the fraction $p/2$, or 0.027 %.

The Kerr phase summed along the axis of a weakly perturbed Gaussian focus of radius $w_f$ is
$$B=k_0n_2\,\frac{2P}{\pi w_f^2}\int_{-\infty}^{\infty}\frac{dz}{1+(2z/kw_f^2)^2}=k_0kn_2P=2\pi p,$$
which is 3.4 mrad for any spot size. This line integral measures the strength of the effect. It is not the phase shift of the emerging field, which diffraction makes smaller.

**High aperture.** At numerical aperture 1.4, $\sin\alpha=1.4/1.5$ and the paraxial model fails. Consider a uniformly filled aplanatic lens of focal length $F_0$ without losses. Mapping pupil rings onto the focal sphere gives the amplitude factor $\sqrt{\cos\theta}$. Rotation of the polarisation leaves the azimuthal mean $(1+\cos\theta)/2$ on axis. With $u=\cos\theta$ and pupil intensity $P/(\pi F_0^2\sin^2\alpha)$, the vector focusing integral gives
$$I(z)=\frac{k^2P}{\pi\sin^2\alpha}\left|\int_{\cos\alpha}^1\sqrt u\,\frac{1+u}2\,e^{ikzu}\,du\right|^2 .$$
Parseval's theorem replaces $\int|\cdot|^2dz$ by $(2\pi/k)\int u(1+u)^2du/4$. Hence
$$B=2\pi p\,F,\qquad F=\frac{1}{2\sin^2\alpha}\int_{\cos\alpha}^1u(1+u)^2du=0.756,$$
so $B=2.6$ mrad. This corrects a weak phase and is not a new collapse threshold.

The same integral at $z=0$ gives a peak intensity of 1.25 TW/cm² and $\Delta n=n_2I=3.7\times10^{-4}$. The effective length $L=B/(k_0\Delta n)$ is 860 nm.

**Breakdown.** Taking a rough breakdown intensity of 10 TW/cm², this focus reaches it at $1.17\ \text{kW}\times10/1.25=9.4$ kW. Linear scaling to $P_T$ would give about 2100 TW/cm². In this tight focus the resist would be damaged long before the critical power, which is a scale for comparison and not an attainable working point.

**Absorption and heat.** For a rough two-photon coefficient $\beta=0.02$ cm/GW, the fractional loss on the axis at the pulse maximum is about $\beta IL=0.2$ %. With heat capacity $c=2$ J/(cm³ K), and all absorbed energy turned into heat, one pulse warms the centre by
$$\Delta T_1=\frac{\beta I^2\tau}{c}\sqrt{\frac{\pi}{8\ln2}}=1.2\ \text{K}.$$
Approximate the heated region by a Gaussian $e^{-r^2/s_r-z^2/s_z}$. Here $s_r=w_e^2/4$, with $w_e=245$ nm defined by $I=2P/(\pi w_e^2)$, and $s_z=L^2/2\pi$. Diffusion replaces each $s$ by $s+4\kappa t$, so the centre retains the fraction
$$\left(1+\frac{4\kappa t}{s_r}\right)^{-1}\left(1+\frac{4\kappa t}{s_z}\right)^{-1/2}.$$
Let the diffusivity be $\kappa=10^{-3}$ cm²/s and hold the beam still for the dwell time $2w_e/(100\ \mu\text{m/s})=4.9$ ms. Summing over the pulses gives 13 K just after the last one, about 1 K more than that pulse itself met. For $dn/dT=-10^{-4}$ K⁻¹ the index changes by $-1.3\times10^{-3}$, which contributes $-9$ mrad over the length $L$. This estimate takes the central temperature along $L$ and leaves out the heat that spreads beyond it. Integrating the same model along the whole axis, as was done for $B$, replaces the axial factor by $\sqrt{\pi s_z}$ and gives about $-20$ mrad. The Gaussian also understates the heated volume: with the $I^2$ distribution of the vector focus as source, the centre warms by about 16 K and the whole-axis phase is about $-28$ mrad.

**Polymerisation.** A rough index rise of 0.01 over the same length gives $k_0(0.01)L=69$ mrad. For the given $n_2$, both slow effects exceed the Kerr phase in these estimates. With the tenfold $n_2$ of the table the Kerr phase would be 26 mrad, comparable in magnitude to the whole-axis thermal phase and still below the polymerisation phase. Heating and polymerisation depend on exposure history, so $P_T$ does not describe them.

**The real case.** The laser settings are those given in the problem; the material values are rough. The given $n_2$ is close to that of silica glass, and organic resists can have larger values, which is why the table includes a tenfold increase. A group dispersion of roughly 100 fs²/mm gives a dispersion length $\tau^2/(4\ln2\times100\ \text{fs}^2/\text{mm})=36$ mm, long compared with a resist layer a fraction of a millimetre thick. The 100 fs duration is assumed at the resist. If the objective stretches the pulse at fixed energy, the peak power falls and the margin grows. The numerical output lists the values used here; its "effective focal length along axis" is the length $L$ of the focal region, not the focal length of a lens.

## Numbers as computed

```
wavelength: 780 nm; n0: 1.5; n2: 3.0e-20 m^2/W
Gaussian collapse limit P_G: 2.152 MW
Townes norm N_c: 11.7009; central value R(0): 2.2062
sharp floor P_T: 2.004 MW
elementary floor P_G/pi: 0.685 MW
best inequality constant 2/N_c: 0.17093
largest quotient over 42 shapes: 0.17056
virial formula, largest relative error: 3.2e-05
0.8 P_G: highest peak intensity / input: 1.36
0.8 P_G: peak ratio at 2.5 z_R: 0.68
1.2 P_G: peak ratio passes 10 at z/z_R: 1.20
average power: 10 mW
repetition rate: 80 MHz
pulse duration (FWHM): 100 fs; NA: 1.4
pulse energy: 0.125 nJ
pulse peak power: 1.174 kW
p = P_peak/P_G: 5.46e-04
P_T / P_peak: 1706
P_floor / P_peak: 583
P_T for tenfold n2: 0.200 MW
P_T / P_peak for tenfold n2: 171
paraxial rms focal width shrinks by: 0.0273 %
paraxial Kerr phase: 3.43 mrad
high-aperture factor F: 0.756
Kerr phase at this NA: 2.59 mrad
focal peak intensity: 1.25 TW/cm^2
effective focal radius: 245 nm
effective focal length along axis: 860 nm
Kerr index change: 3.74e-04
two-photon coefficient (rough): 0.020 cm/GW
two-photon loss through focus: 0.21 %
heat capacity (rough): 2.0 J/(cm^3 K)
thermal diffusivity (rough): 1.0e-03 cm^2/s
heating by one pulse: 1.17 K
scan speed: 100 um/s; dwell: 4.90 ms
pulses in dwell time: 391724
summed heating: 13.3 K
dn/dT (rough): -1.0e-04 1/K
thermal index change: -1.33e-03
thermal phase through focus: -9.2 mrad
polymerisation index change (rough): 0.01
polymerisation phase: 69.3 mrad
breakdown intensity (rough): 10 TW/cm^2
power that reaches breakdown: 9.4 kW
linear focal intensity at P_T: 2128 TW/cm^2
group dispersion (rough): 100 fs^2/mm
dispersion length: 36 mm
```
